\section*{How Short Must a Silicon Channel Be for Velocity Overshoot?}

\section*{Question}

In a strong steady field, electrons in silicon drift at about $v_s=10^7$ cm/s, and their excess energy relaxes to the lattice in about $\tau=0.3$ ps. An electron that has just entered the field is still cold and can move faster than this steady drift. Below what channel length does this matter, how large is the effect there, and how does it depend on length and field?

\section*{The estimate}

Overshoot here means a velocity above the steady value belonging to the same field. It exists because scattering becomes stronger as electrons heat up, and heating takes time. An electron needs a time of order $\tau$ to become hot, and it crosses a channel of length $L$ in a time of order $L/v_s$. The two times are equal when
\begin{equation}
L=L_E\equiv v_s\tau=(10^7\ \mathrm{cm/s})(3\times10^{-13}\ \mathrm{s})
=3\times10^{-6}\ \mathrm{cm}=30\ \mathrm{nm}.
\end{equation}
This argument gives a scale but no factor of order one. To learn what happens at $L_E$, we need the velocity along the channel.

\section*{A model with heating}

Let $w$ be the mean energy of an electron above its equilibrium value, $q>0$ the elementary charge, and $E$ and $v$ the magnitudes of field and velocity. The field supplies power $qEv$ and the lattice removes $w/\tau$:
\begin{equation}
\frac{dw}{dt}=qEv-\frac{w}{\tau},\qquad v=\mu(w)E .
\label{balance}
\end{equation}
The second relation assumes that momentum adjusts at once to the present energy. Diffusion, pressure and heat conduction are left out. This keeps the model solvable by hand, but pressure is not small in a short channel; the last section shows how much it reduces the effect.

The mobility must reproduce velocity saturation. In the steady state $w=qEv\tau$, and $E=v/\mu$ turns this into $\mu=qv^2\tau/w$. For $v\to v_s$ at high energy we therefore need $\mu\to qv_s^2\tau/w$. The simplest interpolation between this and the low-field mobility $\mu_0$ adds the inverse mobilities:
\begin{equation}
\frac1\mu=\frac1{\mu_0}+\frac{w}{qv_s^2\tau}
\quad\Longrightarrow\quad
\mu=\frac{\mu_0}{1+u},\qquad u=\frac{\mu_0w}{qv_s^2\tau}.
\end{equation}
It is a modelling choice: the low-field mobility fixes one end and saturation the other, but neither fixes the curve between them. The choice matters: with $\mu=\mu_0/\sqrt{1+u^2}$, which has the same two ends, the 30 nm example below would give an exit excess of nearly 28\% instead of 17\%, and a crossing 1.85 times faster instead of 1.62.

Define $e=\mu_0E/v_s$, so that $v/v_s=e/(1+u)$. Multiplying the energy balance by $\mu_0/(qv_s^2)$ gives
\begin{equation}
\tau\frac{du}{dt}=\frac{e^2}{1+u}-u .
\label{time}
\end{equation}
In the steady state $u(1+u)=e^2$. With $r=\sqrt{1+4e^2}$, the positive root is $u_{ss}=(r-1)/2$, and
\begin{equation}
\frac{v_{ss}}{v_s}=\frac{e}{1+u_{ss}}=\frac{2e}{r+1}.
\end{equation}
This tends to 1 at high field and to $e$, which is ordinary ohmic drift, at low field.

\section*{From time to position}

Measure position by $s=x/L_E$. Since $dx/dt=v$,
\begin{equation}
\frac{ds}{dt}=\frac{v}{v_s\tau}=\frac{e}{(1+u)\tau}.
\end{equation}
Dividing (\ref{time}) by $\tau\,ds/dt=e/(1+u)$ yields
\begin{equation}
\frac{du}{ds}=e-\frac{u(1+u)}{e}.
\label{space}
\end{equation}
The length $L_E$ has now appeared from the energy balance itself. To solve for a uniform field, put $y=u+\tfrac12$. Then $u(1+u)=y^2-\tfrac14$ and
\begin{equation}
\frac{dy}{ds}=\frac{1}{e}\left(\frac{r^2}{4}-y^2\right),
\qquad
y=\frac r2\tanh\left(\frac{rs}{2e}+\phi\right).
\end{equation}
Differentiating the hyperbolic tangent confirms the solution. An electron entering cold has $u(0)=0$, hence $y(0)=\tfrac12$ and $\tanh\phi=1/r$. With $T=\tanh(rs/2e)$, the addition theorem gives
\begin{align}
u&=\frac r2\,\frac{T+1/r}{1+T/r}-\frac12
=\frac{r(rT+1)-(r+T)}{2(r+T)}\nonumber\\
&=\frac{(r^2-1)T}{2(r+T)}=\frac{2e^2T}{r+T},
\label{u}
\end{align}
where the last step uses $r^2-1=4e^2$. The velocity follows from $v=ev_s/(1+u)$.

Far into the channel $1-T\simeq2\exp(-rs/e)$. The excess velocity is proportional to this small difference, so it decays over the length $L_Ee/r$.

The transit time follows from $dt=dx/v$, that is, $dt/\tau=(1+u)\,ds/e=(y+\tfrac12)\,ds/e$. Integrating the hyperbolic tangent produces $\ln[\cosh(rs/2e+\phi)/\cosh\phi]$ with unit coefficient, because $(r/2e)(2e/r)=1$. Expanding the hyperbolic cosine and using $\tanh\phi=1/r$,
\begin{equation}
\frac t\tau=\frac{s}{2e}+\ln\left[\cosh\frac{rs}{2e}
+\frac1r\sinh\frac{rs}{2e}\right],\qquad s=\frac{L}{L_E}.
\label{transit}
\end{equation}

\section*{How the effect scales}

\paragraph{High field.} For $e\to\infty$ at fixed $s>0$, $r\to2e$ and
\begin{equation}
\frac{v}{v_s}\to\coth s,\qquad \frac t\tau\to\ln\cosh s .
\end{equation}
At $L=L_E$ the electron leaves at $1.31\,v_s$, after $0.43\,\tau$ instead of the $\tau$ that steady drift would take. The excess decays over $L_E/2$. This limit is a formal one and is approached slowly. With the mobility used below, $e=10$ already means 0.33 MV/cm, a drop of 1.0 V over 30 nm and a steady excess energy of 0.95 eV, yet it gives only $1.20\,v_s$ and $0.52\,\tau$. Such fields are in the range where silicon breaks down, and impact ionization and nonparabolic bands, both absent from the model, then matter.

\paragraph{Low field.} In this model $v$ never exceeds $\mu_0E$, so
\begin{equation}
\frac{v}{v_{ss}}\le\frac{\mu_0E}{v_{ss}}=\frac{r+1}{2}\simeq1+e^2
\qquad(e\ll1).
\end{equation}
A short channel in a weak field shows almost no overshoot. Shortness is not enough: $\mu_0E$ must also be at least comparable with $v_s$.

\paragraph{Long channel.} For large $s$ the bracket in (\ref{transit}) becomes $e^{rs/2e}(r+1)/(2r)$, where the $e$ raised to a power is the base of natural logarithms. Steady drift would take $t_{ss}=\tau s(r+1)/(2e)$. The difference is
\begin{equation}
t_{ss}-t\to\tau\ln\frac{2r}{r+1}.
\end{equation}
The time saved is a constant, earned near the entrance. Its share of the transit time falls as $1/L$, whereas the excess velocity at the exit falls exponentially. The two measures of overshoot therefore fade at very different lengths.

\section*{Numbers for a transistor channel}

Take rough typical values for an n-channel silicon MOSFET at 300 K: $\mu_0=300$ cm$^2$/Vs and a lateral field of 0.1 MV/cm. Then
\begin{equation}
e=\frac{300\times10^5}{10^7}=3,\qquad r=\sqrt{37}=6.083,\qquad
v_{ss}=\frac{6}{7.083}\,v_s=8.47\times10^6\ \mathrm{cm/s}.
\end{equation}
At $L=30$ nm, $s=1$ and $T=\tanh(6.083/6)=0.7673$. Equation (\ref{u}) gives $u=18(0.7673)/(6.083+0.7673)=2.016$. The energy unit $qv_s^2\tau/\mu_0$ is 0.10 eV, so the mean excess energy is 0.20 eV, still below its steady value of 0.25 eV. The exit velocity is $3v_s/3.016=9.95\times10^6$ cm/s. This does not exceed $v_s$, but it is 17\% above the steady velocity in this field. From (\ref{transit}), $t=0.3\,(0.167+0.563)=0.219$ ps, against 0.354 ps for steady drift: the crossing is 1.62 times faster.

With the field held at 0.1 MV/cm, other lengths give

\begin{center}
\begin{tabular}{cccc}
$L$ (nm) & exit $v/v_{ss}$ & $t$ (ps) & $t_{ss}/t$\\
15 & 1.55 & 0.084 & 2.10\\
30 & 1.17 & 0.219 & 1.62\\
60 & 1.02 & 0.550 & 1.29\\
120 & 1.00 & 1.254 & 1.13\\
240 & 1.00 & 2.671 & 1.06
\end{tabular}
\end{center}

The exit excess decays over 14.8 nm, and a long channel saves 0.16 ps. Solving the formulas numerically for chosen thresholds, the exit excess is 10\% at 38 nm and the crossing is 1.5 times faster at 37 nm. A crossing 1.1 times faster is still found at 151 nm. So, in this model and at this field, roughly 30 nm is the length below which overshoot both shortens the crossing strongly and still exceeds 10\% at the exit. A 10\% gain in mean velocity reaches several times further. These figures leave out the pressure of the heated electrons, which makes the gain in crossing time considerably smaller.

\section*{What inertia changes}

With inertia restored, $v=\mu E$ is replaced by
\begin{equation}
m\frac{dv}{dt}=qE-\frac{qv}{\mu(w)} .
\end{equation}
At low field the momentum relaxation time is $\tau_m=\mu_0m/q$. For the conductivity mass of silicon, 0.26 free-electron masses, it is 0.044 ps, about a seventh of $\tau$. The velocity can rise before the electron is hot.

In the opposite limit, $\tau_m\gg\tau$, the energy follows the velocity as $w=qEv\tau$. The equation above then contains $v$ alone, and its right-hand side vanishes at $v_{ss}$. A velocity starting from zero approaches that value from below and cannot cross it, so there is no overshoot. Between the two limits overshoot fades gradually: at $e=3$, integration from rest gives a peak velocity of $2.1\,v_{ss}$ for the silicon value of $\tau_m$, and still $1.4\,v_{ss}$ for $\tau_m=\tau$. The limit $\tau_m\gg\tau$ is a formal one: in it the mean excess energy $qEv\tau$ would end up far below the drift energy $mv^2/2$, which real electrons cannot do.

Inertia also repairs a fault at the entrance. There the simple model gives $v=\mu_0E=3\times10^7$ cm/s, which requires a drift energy of 0.066 eV before the field has done any work. Integrating the equations numerically from rest over 30 nm gives a crossing 1.51 times faster than steady drift, instead of 1.62, and an exit excess of 19\%. The correction is moderate at 30 nm. At 15 nm the transit time is only about twice $\tau_m$, and the correction is larger: starting from rest, the crossing is 1.68 times faster than steady drift, instead of 2.10.

\section*{How far a real channel moves the answer}

The mobility and field are rough, and $L_E$ is directly proportional to both $v_s$ and $\tau$, so an error in either passes straight into $L_E$. At fixed mobility and field, the threshold lengths of 37 and 38 nm also scale with $\tau$, but they change less than in proportion to $v_s$, because $e$ changes too. Unless stated otherwise, the following changes are made one at a time, at $L=30$ nm.

\begin{itemize}
\item \emph{Energy carried by the flow.} A moving thermal gas in three dimensions carries $\tfrac52kT$ per electron, not $\tfrac32kT$. If the pressure force is still ignored, (\ref{balance}) in space becomes $\tfrac53\,dw/dx=qE-w/(v\tau)$. All lengths stretch by $5/3$, and $L_E$ becomes 50 nm. The exit excess rises to 43\% and the crossing is 1.97 times faster. In a strictly two-dimensional gas the factor would be 2 instead of $5/3$, and both changes would be larger.
\item \emph{Pressure.} This is a large omission. Along the channel the electrons slow down and heat up, so their density and temperature both rise, and the pressure pushes back toward the source. Evaluated on the simple solution, this force is more than nine tenths of $qE$ near the entrance and still $0.4\,qE$ at the exit. Including it together with the energy carried by the flow, in a uniform field that continues far beyond 30 nm, gives an exit excess of 12\% and a crossing 1.26 times faster. Here the density is proportional to $1/v$, the electron temperature obeys $kT_e=kT+\tfrac23w$, and the flow must settle to steady drift far downstream; the excess then decays over about 36 nm instead of 14.8 nm. For a two-dimensional gas, with $kT_e=kT+w$, the same calculation gives 9\% and 1.19, so with pressure included two dimensions weaken the effect. In this calculation, which still leaves out inertia and heat conduction, overshoot survives, but the time it saves is much smaller than in the simple model.
\item \emph{Nonuniform field.} Real channels break the assumption of uniform field. Let the field rise linearly from half to one and a half times its mean, with the same voltage drop. Numerical integration of (\ref{space}) gives an exit excess of 53\% and a crossing 1.79 times faster, both relative to steady drift in the local field.
\item \emph{Temperature of use.} At 400 K, take $\mu_0\propto T^{-3/2}$ and the rough empirical trend $v_s\propto[1+0.8\exp(T/600\,\mathrm K)]^{-1}$, with $\tau$ unchanged. Then $L_E=27$ nm, the exit excess is 11\% and the crossing is 1.44 times faster.
\item \emph{Degeneracy.} For $5\times10^{12}$ electrons per cm$^2$ in the lowest twofold valleys, Fermi statistics give a mean in-plane energy of 0.035 eV, against $kT=0.026$ eV. Counting the whole difference as initial heating lowers the speed-up from 1.62 to 1.57.
\end{itemize}

Two other effects are small here. Tunnelling through a rectangular barrier that stands 0.3 eV above the electron's energy and is 30 nm long, with mass 0.19, is suppressed by an exponential factor of order $10^{-32}$. The voltage drop is 0.30 V, well below the gap of about 1.1 eV divided by $q$, so an electron starting near the band edge cannot gain enough energy from the field alone to create a pair. This argument holds at 30 nm. At the same field the drop is 1.2 V at 120 nm and 2.4 V at 240 nm, above the gap, so it does not cover the longer entries of the table.

A faster crossing is not an equal gain in on-current. In steady flow the current is the charge density times the velocity at every point, including the source end. There the thermal injection velocity $\sqrt{2kT/\pi m}$ is about $1.2\times10^7$ cm/s for a nondegenerate gas with mass 0.19; degeneracy raises it. Higher velocity further down the channel lowers the local density; it does not by itself raise the current that the source injects.
